# Low-density RPA correlation energy and its violation of the Lieb-Oxford bound

## Definitions and conventions

Hartree atomic units are used, with lengths in bohr radii. The system is the uniform, spin-unpolarized electron gas with a neutralizing background. Its density $n$, Fermi wave vector $k_F$ and plasma frequency $\omega_p$ are

$$n=\frac{3}{4\pi r_s^3},\qquad k_F=\frac{\alpha}{r_s},\quad \alpha=\left(\frac{9\pi}{4}\right)^{1/3},\qquad \omega_p^2=4\pi n=\frac{3}{r_s^3}.$$

All energies are per electron. Let the electrons repel with $\lambda/r$ while the density is held fixed. With pair-correlation function $g_\lambda(r)$, structure factor $S_\lambda(q)=1+n\int d^3r\,(g_\lambda-1)e^{-i\mathbf q\cdot\mathbf r}$ and $v(q)=4\pi/q^2$, the coupling integrand is

$$W_\lambda=\frac n2\int d^3r\,\frac{g_\lambda(r)-1}{r}=\frac12\int\frac{d^3q}{(2\pi)^3}\,v(q)\,[S_\lambda(q)-1].$$

The derivative of the ground-state energy with respect to $\lambda$ is the expectation value of the interaction. At fixed density the classical electrostatic part cancels against the background, so $\varepsilon_{xc}=\int_0^1 W_\lambda\,d\lambda$. At $\lambda=0$ the integrand is the exchange energy $\varepsilon_x$; the rest is correlation.

The density response at imaginary frequency is a sum over excited states $m$ with excitation energies $\Omega_m$. In a volume $V$,

$$\chi_\lambda(q,i\omega)=-\frac1V\sum_m|\langle m|\rho_{\mathbf q}|0\rangle|^2\frac{2\Omega_m}{\Omega_m^2+\omega^2}.$$

Each fraction integrates to $\pi$ over $0<\omega<\infty$, which gives $S_\lambda=-(\pi n)^{-1}\int_0^\infty d\omega\,\chi_\lambda$.

In the random-phase approximation (RPA) the electrons respond as free particles to the external potential plus the induced Hartree potential, $\chi_\lambda=\chi_0+\chi_0\lambda v\chi_\lambda$, so $\chi_\lambda=\chi_0/(1-\lambda v\chi_0)$. Since $\int_0^1d\lambda\,v\chi_0/(1-\lambda v\chi_0)=-\ln(1-v\chi_0)$, the correlation energy is

$$\varepsilon_c=\frac1n\int\frac{d^3q}{(2\pi)^3}\int_0^\infty\frac{d\omega}{2\pi}\left[\ln(1-v\chi_0)+v\chi_0\right].\tag{1}$$

Below, "RPA" for $\varepsilon_{xc}$ and $W_\lambda$ means exact exchange plus this correlation.

## Back-of-envelope argument

At low density the kinetic scale $k_F^2\sim r_s^{-2}$ is small compared with $\omega_p\sim r_s^{-3/2}$. The interaction changes the energy of a density wave by a large fraction until its single-particle energy $q^2/2$ reaches $\omega_p$, that is, up to $q_0=\sqrt{2\omega_p}\sim r_s^{-3/4}$. This is well outside the Fermi sphere, because $q_0/k_F\sim r_s^{1/4}$. The scale $q_0$ is a crossover in the mode energy, not the wave vector at which the plasmon enters the pair continuum.

RPA treats every such wave as an independent harmonic mode. There are about $q_0^3/n$ of them per electron, and each changes the energy by $\omega_p$ times a function of $q/q_0$. That function is not of order one throughout: as derived below, it grows as $(q_0/q)^2$ for $k_F\ll q\ll q_0$ and falls quickly beyond $q_0$. Its integral over $q^2dq$ converges at both ends, so it only fixes a numerical coefficient. Hence, in RPA,

$$|\varepsilon_c|\sim\frac{q_0^3\,\omega_p}{n}\sim\frac{\omega_p^{5/2}}{n}\sim r_s^{-15/4+3}=r_s^{-3/4}.$$

Measuring lengths in units of $1/\lambda$ turns a gas with coupling $\lambda$ at $r_s$ into one with unit coupling at $\lambda r_s$, with all energies multiplied by $\lambda^2$. The correlation energy at coupling $\lambda$ therefore grows as $\lambda^2(\lambda r_s)^{-3/4}\propto\lambda^{5/4}$, and its derivative, the integrand, as $\lambda^{1/4}$. A lower bound on the interaction energy that depends on the density alone must eventually be crossed by the RPA integrand. A true state cannot cross such a bound, so the crossing marks a failure of RPA. The coefficients decide where.

## Controlled derivation of the energy

**Free response.** A particle excited from $\mathbf k$ to $\mathbf k+\mathbf q$ gains $\Delta=e+\mathbf q\cdot\mathbf k$, with $e=q^2/2$. Transitions into occupied states are forbidden, but they may be included in the sum: the replacement $\mathbf k\to-\mathbf k-\mathbf q$ maps this set of transitions onto itself and reverses the sign of $\Delta$, so their contributions cancel. Thus

$$\chi_0(q,i\omega)=-n\left\langle\frac{2\Delta}{\Delta^2+\omega^2}\right\rangle,\tag{2}$$

where the average runs over the Fermi sphere. For $q\gg k_F$, $\Delta\to e$ and

$$-v\chi_0\to\frac{4\pi}{q^2}\,\frac{nq^2}{\omega^2+e^2}=\frac{\omega_p^2}{\omega^2+e^2}.$$

**Leading term.** Let $E=\sqrt{e^2+\omega_p^2}$. Then $1-v\chi_0=(\omega^2+E^2)/(\omega^2+e^2)$. Differentiating with respect to $E$ shows that the logarithm of this ratio integrates to $\pi(E-e)$; the first-order term integrates to $\pi\omega_p^2/(2e)$. With $\omega_p^2=(E-e)(E+e)$, one mode contributes

$$\frac12\left[E-e-\frac{\omega_p^2}{2e}\right]=\frac{E-e}{2}\left[1-\frac{E+e}{2e}\right]=-\frac{(E-e)^2}{4e}.$$

The sign is negative because the full zero-point shift is smaller than its first-order value. Inserting $d^3q/(2\pi)^3\to q^2dq/(2\pi^2)$ and $4e=2q^2$ gives

$$\varepsilon_c^{(0)}=-\frac{1}{4\pi^2n}\int_0^\infty dq\,(E-e)^2.$$

Set $e=\omega_p\sinh t$. Then $E-e=\omega_pe^{-t}$ and $q=\sqrt{2\omega_p}\,\sinh^{1/2}t$. Integration by parts, with vanishing boundary terms, gives

$$\int_0^\infty dq\,(E-e)^2=\sqrt2\,\omega_p^{5/2}\int e^{-2t}\,d(\sinh^{1/2}t)=2\sqrt2\,\omega_p^{5/2}I(2),$$

where $I(\beta)=\int_0^\infty\sinh^{1/2}t\;e^{-\beta t}dt$. With $s=e^{-2t}$, $\sinh t=s^{-1/2}(1-s)/2$ and $dt=-ds/(2s)$, this becomes a beta integral:

$$I(\beta)=2^{-3/2}\int_0^1s^{\beta/2-5/4}(1-s)^{1/2}ds=2^{-3/2}\,\frac{\Gamma(\frac\beta2-\frac14)\,\Gamma(\frac32)}{\Gamma(\frac\beta2+\frac54)}.\tag{3}$$

The powers of two cancel. Using $\omega_p^{5/2}=3^{5/4}r_s^{-15/4}$ and $1/n=4\pi r_s^3/3$,

$$\varepsilon_c^{(0)}=-C\,r_s^{-3/4},\qquad C=\frac{3^{1/4}}{\pi}\,\frac{\Gamma(\frac34)\Gamma(\frac32)}{\Gamma(\frac94)}=0.4015.$$

**The exchange-sized correction.** The second term of (1) equals $-\frac12\int\frac{d^3q}{(2\pi)^3}vS_0$, whereas the large-$q$ response replaced $S_0$ by 1. Restoring $S_0$ adds

$$\frac12\int\frac{d^3q}{(2\pi)^3}\,v\,(1-S_0)=-\varepsilon_x.$$

For $y=q/k_F<2$, $1-S_0=1-\frac34y+\frac1{16}y^3$ is the fractional overlap of two Fermi spheres displaced by $q$; it vanishes for $y>2$. Therefore

$$-\varepsilon_x=\frac{k_F}{\pi}\int_0^2\left(1-\frac{3y}{4}+\frac{y^3}{16}\right)dy=\frac{3k_F}{4\pi}=\frac{0.4582}{r_s}.$$

This positive term in $\varepsilon_c$ cancels the exchange energy in $\varepsilon_{xc}$.

**The next correction.** Now expand the logarithm in $\mathbf q\cdot\mathbf k$. The linear average vanishes, and $\langle(\mathbf q\cdot\mathbf k)^2\rangle=q^2k_F^2/5$. With $h(e)=2e/(e^2+\omega^2)=2\,\mathrm{Re}\,(e+i\omega)^{-1}$, equation (2) gives

$$-v\,\delta\chi_0=\frac{4\pi n}{q^2}\,\frac{q^2k_F^2}{10}\,h''(e)=\frac{\omega_p^2k_F^2}{10}\,h''(e),\qquad h''=4\,\mathrm{Re}\,(e+i\omega)^{-3}.$$

The logarithm changes by this amount divided by $1-v\chi_0$, which is multiplication by $1-\omega_p^2/(\omega^2+E^2)$. The first part drops out, since $\int_0^\infty h\,d\omega=\pi$ does not depend on $e$. For the second, extend the integral to the whole axis and close the contour in the lower half-plane, where the one pole is $\omega=-iE$:

$$-\omega_p^2\int_0^\infty\frac{h''\,d\omega}{\omega^2+E^2}=-2\omega_p^2\int_{-\infty}^{\infty}\frac{(e+i\omega)^{-3}}{\omega^2+E^2}d\omega=-\frac{2\pi\omega_p^2}{E(E+e)^3}.$$

Collecting the prefactor $1/(2\pi n)$ from (1),

$$\delta\varepsilon_c=-\frac{\omega_p^4k_F^2}{20\pi^2n}\int_0^\infty\frac{q^2dq}{E(E+e)^3}.$$

Here $q^2dq=\sqrt{2e}\,de$, $E=\omega_p\cosh t$ and $E+e=\omega_pe^t$, so the integral is $\sqrt2\,\omega_p^{-5/2}I(3)$. With (3),

$$\delta\varepsilon_c=-D\,r_s^{-5/4},\qquad D=\frac{3^{3/4}\alpha^2}{30\pi}\,\frac{\Gamma(\frac54)\Gamma(\frac32)}{\Gamma(\frac{11}4)}=0.0445.$$

The expansion in $\mathbf q\cdot\mathbf k$ fails for $q\lesssim k_F$, but that region is harmless at this order. Its high-frequency response is still $-nq^2/\omega^2$, so the part of order $\omega_p$ is already correct. The error comes from $\omega\sim k_F^2$ and is of order $k_F^2$ per mode. With $k_F^3/n$ of order one, it contributes at order $r_s^{-2}$. The next moment, by power counting, enters at $r_s^{-7/4}$. Hence

$$\varepsilon_c=-\frac{C}{r_s^{3/4}}+\frac{0.4582}{r_s}-\frac{D}{r_s^{5/4}}+\dots\tag{4}$$

Full spin polarization multiplies $k_F$ by $2^{1/3}$. The second and third terms gain factors $2^{1/3}$ and $2^{2/3}$, while $C$ does not change: the leading term depends on density alone.

The correlation energy approaches its power law slowly, because the second term is smaller than the first by only $r_s^{-1/4}$. The full RPA value of $\varepsilon_c$ is 0.43 of the leading term at $r_s=10$ and still 0.94 of it at $r_s=10^5$. For $\varepsilon_{xc}$, where the $1/r_s$ terms cancel, the ratios are 1.07 and 1.0004.

## The coupling integrand

In units of $k_F$, the product $\lambda v\chi_0$ depends on $\lambda$ and $r_s$ through $R=\lambda r_s$ alone, so RPA obeys the scaling used above: $\varepsilon_c^\lambda(r_s)=\lambda^2\varepsilon_c(\lambda r_s)$. Inserting (4),

$$\varepsilon_c^\lambda=-C\lambda^{5/4}r_s^{-3/4}+\frac{0.4582\,\lambda}{r_s}-D\lambda^{3/4}r_s^{-5/4}+\dots$$

Differentiate with respect to $\lambda$ and add $\varepsilon_x=-0.4582/r_s$. The exchange terms cancel, leaving

$$W_\lambda=\frac{w(R)}{r_s},\qquad w(R)=-\frac{5C}{4}R^{1/4}-\frac{3D}{4}R^{-1/4}+\dots\tag{5}$$

At fixed density and $\lambda r_s\gg1$, $|W_\lambda|$ therefore grows as $\lambda^{1/4}$. Between $R=10^3$ and $10^5$ the full RPA integrand has the mean exponent 0.2496.

It also decreases steadily. Write $X=-\chi_0>0$; then $-\chi_\lambda=X/(1+\lambda vX)$ falls as $\lambda$ rises, at every $q$ and $\omega$. So do $S_\lambda$ and $W_\lambda$. Once a lower bound has been crossed, it stays crossed at all larger couplings.

## The bound, and which condition RPA breaks

For any electronic state with density $n(\mathbf r)$, the Lieb-Oxford bound limits the interaction energy beyond the classical Hartree term to at least $-1.68\int n^{4/3}d^3r$. The coupling that produced the state does not enter. For the uniform gas this means $W_\lambda\ge-1.68\,n^{1/3}$, or

$$w\ge-1.68\left(\frac{3}{4\pi}\right)^{1/3}=-1.042.$$

For this system a stronger bound can be proved directly. Replace each point electron by a uniformly charged ball of radius $a=r_s$, with form factor $\sigma(q)$. Let $\phi(r)$ be the interaction energy of two such balls at separation $r$; its Fourier transform is $v|\sigma|^2$. The potential of a spherical charge never exceeds that of a point charge at its centre, and averaging $1/r$ over a sphere never raises it above its value at the centre, so $\phi(r)\le1/r$. Split $1/r$ into $(1/r-\phi)+\phi$:

$$W_\lambda=\frac n2\int d^3r\,(g-1)\left(\frac1r-\phi\right)+\frac12\int\frac{d^3q}{(2\pi)^3}v|\sigma|^2(S-1).$$

The two terms containing $-1$ are constants.

- In the second integral the constant is $-\phi(0)/2$. The potential inside a ball is $(3a^2-r^2)/(2a^3)$ and the mean of $r^2$ is $3a^2/5$, so $\phi(0)=6/(5a)$ and the constant is $-3/(5a)$.
- In the first, $\int d^3r\,(1/r-\phi)$ is the limit of $4\pi(1-|\sigma|^2)/q^2$ as $q\to0$. Since $\sigma\simeq1-q^2a^2/10$, the limit is $4\pi a^2/5$. Multiplication by $-n/2$, with $n=3/(4\pi a^3)$, gives $-3/(10a)$.

Therefore

$$W_\lambda=-\frac{9}{10r_s}+A+B,\tag{6}$$

$$A=\frac12\int\frac{d^3q}{(2\pi)^3}v|\sigma|^2S,\qquad B=\frac n2\int d^3r\,g\left(\frac1r-\phi\right).$$

In a true state $S\ge0$, because it is a mean square, and $g\ge0$, because it is a pair probability. Both $A$ and $B$ are then non-negative, and $w\ge-0.9$. The Lieb-Oxford inequality for this gas follows.

RPA keeps $S\ge0$, since $-\chi_\lambda>0$. A violation must therefore come from $B$, and so from negative values of $g$. These can be estimated at contact. In the large-$q$ regime, with $\omega_p^2$ replaced by $\lambda\omega_p^2$ in $E$, $-\chi_\lambda=nq^2/(\omega^2+E^2)$, so $S=e/E=\tanh t$. From $1-\tanh t=e^{-t}/\cosh t$,

$$g(0)-1=-\frac{1}{2\pi^2n}\int_0^\infty q^2dq\,(1-S)\simeq-\frac{\sqrt2\,(\lambda^{1/2}\omega_p)^{3/2}}{2\pi^2n}I(1)=-0.846\,R^{3/4}.$$

The harmonic density fluctuations of RPA put no limit on the depth of the hole around an electron, although a pair probability cannot fall below zero.

## Where the bounds are crossed

Write a bound as $w\ge-b$. The leading term of (5) reaches it at

$$R^*\simeq\left(\frac{4b}{5C}\right)^4=\left(\frac{1.042}{0.5019}\right)^4\approx18.6$$

for the Lieb-Oxford value. Since $\varepsilon_{xc}$ is an average of $W_\lambda$ over $0\le\lambda\le1$, the exact $\varepsilon_{xc}$ obeys the same bound, $r_s\varepsilon_{xc}\ge-b$. The leading estimate of where the RPA value crosses it is $r_s\simeq(b/C)^4\approx45.4$.

To include the next term, solve $ax+d/x=b$ for $x=R^{1/4}$. Here $(a,d)=(5C/4,3D/4)$ for the integrand and $(C,D)$ for $\varepsilon_{xc}$, in which case $R=r_s$. The larger root is

$$x=\frac{b+\sqrt{b^2-4ad}}{2a}.$$

| Quantity and bound | Leading | Two terms | Full RPA |
|---|---:|---:|---:|
| $W_\lambda$, Lieb-Oxford: $R$ | 18.6 | 17.5 | 17.1 |
| $\varepsilon_{xc}$, Lieb-Oxford: $r_s$ | 45.4 | 42.4 | 40.9 |
| $W_\lambda$, $b=0.9$: $R$ | 10.3 | 9.5 | 9.1 |
| $\varepsilon_{xc}$, $b=0.9$: $r_s$ | 25.2 | 23.0 | 21.5 |

Relative to the full RPA thresholds, the leading estimates are 9 to 17% too high. The fourth power magnifies a small error in the energy: for large $b$, $x\simeq b/a-d/b$, so the relative excess in $R$ is $4ad/b^2$. The numerical check confirms this law at an artificial bound $b=6$. At the real bounds, terms beyond $D$ also matter.

The word "eventually" thus has a definite meaning. At $r_s=4$ the Lieb-Oxford bound is crossed at the fictitious coupling $\lambda=17.13/4\approx4.3$, outside the range $0\le\lambda\le1$ that enters the energy. Within that range the integrand crosses it only for $r_s>17.1$, and the energy itself crosses it only for $r_s>40.9$. These crossings are late symptoms, and RPA is not accurate below them. The RPA contact value $g(0)$ is already negative for $R>0.78$ and the term $B$ for $R\gtrsim4.65$. At $r_s=4$ the RPA $\varepsilon_c$ is $-46.8$ mHa, against $-31.9$ mHa from the Perdew-Wang fit to quantum Monte Carlo energies.

## A dilute gas: $r_s=100$, $\lambda=1$

The scales are $k_F=0.0192$ and $\omega_p=\sqrt{3/100^3}=0.00173$ Ha. Hence $q_0=\sqrt{2\omega_p}=0.0589$, about 3.1 times $k_F$: outside the Fermi sphere, though not far outside. Equation (4) gives, in mHa,

$$\varepsilon_c\simeq-\frac{401.5}{31.62}+\frac{458.2}{100}-\frac{44.5}{316.2}=-12.70+4.58-0.14=-8.26.$$

The full RPA result is $-8.30$ mHa, so the expansion misses about 0.5% of it. Adding $\varepsilon_x=-4.58$ mHa gives $\varepsilon_{xc}=-12.88$ mHa, or $-0.351$ eV. These are RPA values, not those of the real gas, for which the Perdew-Wang fit gives $\varepsilon_c\approx-3.2$ mHa at this density.

For the integrand, (5) gives

$$w\simeq-0.5019\times3.162-\frac{0.0334}{3.162}=-1.598,$$

compared with the full value $-1.599$. Thus $W_1=-15.99$ mHa, or $-0.435$ eV. The Lieb-Oxford floor is $-10.42$ mHa, and both $W_1$ and $\varepsilon_{xc}$ lie below it.

The decomposition (6), multiplied by $r_s$, shows the origin of the deficit:

$$w=-0.9000+0.0368-0.7354=-1.5986.$$

The structure-factor term is positive, as required, and the pair-function term is strongly negative. The RPA contact value is $g(0)=-26$. For the ideal gas at the same density the two terms are $+0.249$ and $+0.193$, with $g(0)=0.5$, and their sum with $-0.900$ is the exchange value $-0.458$.

## Computed results

```
Coefficients (Ha, rs in bohr radii)
C, of -rs^(-3/4): 0.40154 Ha = 10.926 eV
|e_x|, of +1/rs in eps_c: 0.45817 Ha
D, of -rs^(-5/4): 0.04449 Ha
5C/4, of -R^(1/4) in w: 0.50192 Ha
G, of -R^(3/4) in g(0): 0.84557
Lieb-Oxford constant (input): 1.68
Lieb-Oxford (L-O) bound on -w: 1.0422 Ha
smeared-ball (ball) bound on -w: 0.9000 Ha
Full RPA: rs, eps_c (Ha), eps_c/lead, eps_xc/lead
        10 -3.06579e-02 0.4294 1.0710
       100 -8.30084e-03 0.6537 1.0145
      1000 -1.80844e-03 0.8009 1.0038
    100000 -6.68484e-05 0.9362 1.0004
exponent of eps_xc, rs 1e3 to 1e5: -0.7507
third term, full/predicted, unpolarized: 1.0068
third term, full/predicted, polarized: 1.0111
Integrand: R, w full (Ha), w leading (Ha)
       1 -0.5900 -0.5019
      10 -0.9193 -0.8926
     100 -1.5986 -1.5872
    1000 -2.8286 -2.8225
exponent of |w|, R 1e3 to 1e5: 0.2496
rs=20: eps_c direct -0.0213810 Ha
rs=20: coupling integral -0.0213810 Ha
g(0) full/leading at R=1e5: 1.0001
Thresholds: one-term, two-term, full RPA, one-term excess
  L-O integrand, R*: 18.59, 17.45, 17.13, 8.5%
  L-O eps_xc, rs: 45.38, 42.42, 40.92, 10.9%
  ball integrand, R*: 10.34, 9.49, 9.11, 13.5%
  ball eps_xc, rs: 25.24, 23.04, 21.49, 17.4%
One-term excess at artificial bound 6 Ha: full, law
  integrand, R*: 0.1872%, 0.1861%
  eps_xc, rs: 0.2008%, 0.1985%
rs=4: Lieb-Oxford crossed at lambda = 4.28
Example rs=100, lambda=1
kF: 0.01919 1/bohr
plasma frequency: 0.001732 Ha
sqrt(2 omega_p): 0.05886 1/bohr
sqrt(2 omega_p)/kF: 3.067
eps_x: -4.5817 mHa
eps_c: -8.3008 mHa
eps_xc: -12.8825 mHa = -0.3506 eV
W_xc: -15.9861 mHa = -0.4350 eV
Lieb-Oxford floor: -10.4219 mHa
smeared-ball floor: -9.0000 mHa
RPA rs*A, rs*B: 0.0368, -0.7354 Ha; w: -1.5986 Ha
ideal rs*A, rs*B: 0.2491, 0.1928 Ha; w: -0.4582 Ha
g(0): RPA -26.015, ideal 0.500
```
